Doublet term energies from the Zeeman to the Paschen–Back regime

A perturbative calculation of the magnetic sublevels of an atom must begin by choosing what to treat as the perturbation. If the field is weak, one computes the fine-structure levels first and adds the field to them. If the field is strong, one computes the levels of uncoupled orbital and spin moments and adds the spin–orbit interaction. Between these regimes neither choice is good at first order, higher orders converge slowly near the border, and it is simpler to diagonalize the two interactions together. For a doublet term this costs no more than a quadratic equation, whose solution also shows how large an error either perturbative choice would make.

Consider one electron with orbital quantum number l ≥ 1 and spin 1/2, in a fixed shell, exposed to a uniform magnetic field B along z. The algebra is in Hartree atomic units, in which the electron has charge −1 and mass 1, and angular momenta are measured in units of ħ. The field enters the kinetic energy through p → p + A, with A = (B × r)/2. Since this A has no divergence, p·A = A·p, and

(p + A)²/2 = p²/2 + A·p + A²/2.

The middle term is (B × r)·p/2 = B·(r × p)/2 = B l_z/2. The last term is B²(x² + y²)/8 = B² r² sin²θ/8, the diamagnetic energy. It is dropped here, and its size is estimated below. The spin magnetic moment contributes g_s B s_z/2, which is B s_z when g_s is set equal to 2. The terms linear in the field therefore add up to

b (l_z + 2s_z), with b = B/2.

In ordinary units b is the Bohr magneton times the field, an energy.

The spin–orbit operator for an electron in a central potential V(r) is (α²/2)(1/r)(dV/dr) l·s, where α is the fine-structure constant. Within one shell the radial factor can be replaced by its mean value ζ, so that the Hamiltonian, measured from the energy common to all states of the term, is

H = ζ l·s + b (l_z + 2s_z).

This is a first-order treatment: mixing with other shells is neglected, as are relativistic corrections to the Zeeman operator itself. I take ζ > 0 and b ≥ 0, and return to negative ζ later.

To find the conserved quantities, introduce l₊ = l_x + i l_y, l₋ = l_x − i l_y, and the same combinations for the spin. The products l₊s₋ and l₋s₊ add up to 2(l_x s_x + l_y s_y), so

l·s = l_z s_z + (l₊s₋ + l₋s₊)/2.

Each of the last two terms raises one projection by one and lowers the other by one. The sum l_z + s_z, with eigenvalue m, is therefore conserved at every field. The total angular momentum j is not. Since j² = l² + s² + 2 l·s, it is conserved only if l·s commutes with H. Writing l_z + 2s_z = (l_z + s_z) + s_z, one finds

[l·s, l_z + 2s_z] = [l·s, s_z] = (l₊s₋ − l₋s₊)/2,

which is not zero. The field mixes the two values j = l + 1/2 and j = l − 1/2, but leaves m intact.

For a given m there are at most two product states: |m − 1/2, ↑⟩ and |m + 1/2, ↓⟩, where the number is the orbital projection m_l. Both exist if |m| ≤ l − 1/2. In the first state l_z s_z = (m − 1/2)/2 and l_z + 2s_z = m + 1/2. In the second, l_z s_z = −(m + 1/2)/2 and l_z + 2s_z = m − 1/2. The diagonal elements of H are thus

H↑ = ζ(m − 1/2)/2 + b(m + 1/2),

H↓ = −ζ(m + 1/2)/2 + b(m − 1/2).

The off-diagonal element comes from ζ l₋s₊/2 acting on the second state. The spin factor is 1 and the orbital factor is that of lowering m_l from m + 1/2 to m − 1/2:

w = (ζ/2) √[l(l+1) − (m + 1/2)(m − 1/2)]
  = (ζ/2) √[l(l+1) + 1/4 − m²]
  = (ζ/2) √(L² − m²), with L = l + 1/2.

Here L is merely an abbreviation for a number that recurs. Let a be the mean of the diagonal elements and d half their difference. In the mean, the terms ζm/2 cancel and those in b/2 cancel; in the difference, the terms −ζ/4 cancel and those in bm cancel:

a = (H↑ + H↓)/2 = −ζ/4 + mb,

d = (H↑ − H↓)/2 = (b + mζ)/2.

The eigenvalue condition (a + d − E)(a − d − E) − w² = 0 is the same as (E − a)² = d² + w², so E = a ± √(d² + w²). Define S = 2√(d² + w²). Then

S² = (b + mζ)² + ζ²(L² − m²)
   = b² + 2mζb + m²ζ² + L²ζ² − m²ζ²
   = b² + 2mζb + L²ζ².

The terms m²ζ² cancel, and the energies are

E± = −ζ/4 + mb ± (1/2) √[b² + 2mζb + (l + 1/2)²ζ²], |m| ≤ l − 1/2.

The condition on m matters. For m = ±L only one product state exists, with both projections at their extreme values. It has nothing to mix with, and its energy is the diagonal element alone. Both extreme states have l_z s_z = l/2, while l_z + 2s_z = ±(l + 1), so that

E = lζ/2 ± (l + 1)b, m = ±(l + 1/2).

The count is complete: 2l values of m with two levels each, and two single levels, make 4l + 2 = 2(2l + 1) states.

If the square-root formula is applied to m = ±L regardless, it returns two energies, of which one belongs to no state. At m = +L the root is S = b + Lζ, and the plus sign gives the correct level. At m = −L the root is S = |b − Lζ|. The correct energy, lζ/2 − (l + 1)b, is

−ζ/4 − Lb + (Lζ − b)/2,

which is the plus solution as long as b < Lζ, but the minus solution once b > Lζ. A program that keeps the plus sign for this state produces a false kink at b = Lζ and a wrong energy beyond it. Using the linear expression for the single states avoids the difficulty.

The two-level block also tells how far the spin has been freed from the orbit. Let σ_z and σ_x be the Pauli matrices in the basis of the two product states, so that σ_z represents 2s_z. The block is a + M, with M = dσ_z + wσ_x and M² = S²/4. The projectors on its eigenstates are P± = (1 ± 2M/S)/2. The mean of 2s_z is the trace of P±σ_z; since σ_z² = 1 has trace 2, while σ_z and σ_xσ_z have trace 0,

⟨2s_z⟩± = ±2d/S = ±(b + mζ)/S.

At b = 0 this equals ±m/L, the value fixed by the coupling of spin and orbit. As b/ζ grows it tends to ±1, and the spin points along or against the field.

For positive m the gap S increases from its zero-field value Lζ as the field rises. For negative m it first shrinks, because S² contains the square (b + mζ)², which vanishes at b = −mζ. There the two product states have equal diagonal energies, the eigenstates are equal mixtures of them, and the gap takes its smallest value,

S_min = ζ √(L² − m²).

This is positive for every m in the two-level range, so levels of equal m avoid each other.

For weak fields, take Lζ out of the root and write μ = m/L and t = b/(Lζ):

S = Lζ √(1 + 2μt + t²).

With √(1 + x) = 1 + x/2 − x²/8 + … and x = 2μt + t², the terms of second order in t are t²/2 from x/2 and −4μ²t²/8 from −x²/8. Hence

S = Lζ [1 + μt + (1 − μ²)t²/2 + O(t³)]
  = Lζ + mb/L + b²(1 − m²/L²)/(2Lζ) + O(b³).

Half of this, with either sign, is added to −ζ/4 + mb. Since 2L = 2l + 1,

E± = −ζ/4 ± Lζ/2 + mb [1 ± 1/(2l + 1)] ± b²(1 − m²/L²)/(4Lζ) + O(b³).

The field-free energies are lζ/2 for the upper sign and −(l + 1)ζ/2 for the lower. These are the values of ζ[j(j+1) − l(l+1) − 3/4]/2 at j = l + 1/2 and j = l − 1/2, so the two signs label the two fine-structure levels. The factor multiplying mb is the Landé factor,

g_j = 1 + [j(j+1) + 3/4 − l(l+1)]/[2j(j+1)].

For j = l + 1/2 the numerator is l + 3/2 and the denominator 2(l + 1/2)(l + 3/2), which leaves 1 + 1/(2l + 1). For j = l − 1/2 the numerator is −(l − 1/2) and the denominator 2(l − 1/2)(l + 1/2), which leaves 1 − 1/(2l + 1).

The quadratic term is the repulsion of the two j levels. At zero field their distance is Lζ. Because (2s_z)² = 1 and the diagonal element of 2s_z is ±m/L, the squared off-diagonal element of b s_z is b²(1 − m²/L²)/4. Dividing by the distance gives the quadratic term above.

For strong fields, take b out of the root instead. With u = Lζ/b,

S = b √(1 + 2μu + u²),

which is the same function, because S is unchanged when b and Lζ are exchanged at fixed μ. The expansion needs no new work:

S = b + mζ + ζ²(L² − m²)/(2b) + O(ζ³/b²),

E± = b(m ± 1/2) + ζ(−1/4 ± m/2) ± ζ²(L² − m²)/(4b) + O(ζ³/b²).

To read this, set m_s = ±1/2 and m_l = m − m_s. Then m_l + 2m_s = m ± 1/2, and m_l m_s = ±(m ∓ 1/2)/2 = −1/4 ± m/2. The first two terms are therefore

b(m_l + 2m_s) + ζ m_l m_s,

the Paschen–Back energies: the two moments precess separately about the field, and the spin–orbit interaction is reduced to the product of their projections. The third term is the leading effect of the spin flips. The single levels m = ±L already have this form without any correction.

The border between the regimes follows from the root itself. The function 1 + 2μt + t² vanishes at t = −μ ± i√(1 − μ²), and both zeros have modulus 1. The power series in t thus converges for b < Lζ and the series in u for b > Lζ. Near b = Lζ both series are close to the edge of their range of convergence and converge slowly, so the closed form should be used.

If ζ is negative, as in an inverted doublet, the derivation of the two-level energies stands as written, since it nowhere used the sign of ζ. In the weak-field expansion the factor taken out of the root is then L|ζ|, so that S = L|ζ| √(1 + 2μt + t²), while t = b/(Lζ) keeps the sign of ζ and is negative. The term of S linear in the field becomes −mb/L. The upper level at zero field has j = l − 1/2 and the Landé factor 1 − 1/(2l + 1), and the border between the regimes lies at b = L|ζ|.

The 2p term of hydrogen, with the nucleus held fixed and its spin ignored, gives a case in which ζ can be computed. The potential is V = −1/r, so dV/dr = 1/r² and ζ = (α²/2)⟨r⁻³⟩. The nonrelativistic radial function is R = r e^(−r/2)/(2√6), and

⟨r⁻³⟩ = ∫ r² R² r⁻³ dr = (1/24) ∫ r e^(−r) dr = 1/24.

Thus ζ = α²/48 hartree = 3.019 × 10⁻⁵ eV. The zero-field splitting is Lζ = 3ζ/2 = 4.528 × 10⁻⁵ eV, and b reaches this value at 0.78 T. In real hydrogen the anomalous moment of the electron and the recoil of the proton raise the splitting by about 0.2%, to 4.536 × 10⁻⁵ eV. The 2s state lies close by, but both terms of H conserve l and do not mix it in; an electric field would. Below, energies are in units of 10⁻⁵ eV, and ζ = 3.019. Their last digits serve to compare the approximations with the model, not with a real atom.

At 0.05 T, b = 0.289. For m = +1/2 in the upper level the Landé factor is 4/3, and the first-order energy is

ζ/2 + (2/3)b = 1.509 + 0.193 = 1.702.

The quadratic term, 4b²/(27ζ), adds 0.004 and gives 1.706, which agrees with the closed form to the digits shown. The first-order error is about 2% of the Zeeman shift.

At 0.5 T, b = 2.894 and b/ζ = 0.96. For m = −1/2 the centre of the pair is −0.755 − 1.447 = −2.202 and the root is S = 4.488, so the energies are

−2.202 + 2.244 = 0.042 and −2.202 − 2.244 = −4.446.

For the upper of these the Landé formula would give ζ/2 − (2/3)b = −0.420, and the first-order Paschen–Back formula −ζ/2 = −1.509. These first-order values miss by 0.15ζ and 0.51ζ. Since b is still below Lζ, the weak-field series converges: its quadratic term, 0.411, brings the Landé value to −0.009, within 0.02ζ of the closed form. The spin is far from free: ⟨2s_z⟩ = (2.894 − 1.509)/4.488 = 0.31. For m = +1/2 the energies are 3.759 and −2.374, with ⟨2s_z⟩ = ±0.72. The single levels lie at ζ/2 ± 2b, that is, at 7.298 and −4.279. The gap for m = −1/2 has by then passed its minimum, √2 ζ = 4.269, which occurs at b = ζ/2, or 0.26 T.

Levels of different m may cross, since nothing in H couples them. Put x = b/ζ. The level m = −3/2 has energy ζ(1/2 − 2x). Equating it to the lower level with m = +1/2, and solving for the root, gives

√(x² + x + 9/4) = 5x − 3/2.

Squaring gives 24x² = 16x. The solution x = 0 makes the right side negative and is rejected, which leaves x = 2/3, or 0.35 T. For the lower level with m = −1/2 the condition is

√(x² − x + 9/4) = 3x − 3/2.

Now squaring gives 8x² = 8x, and x = 1 is the valid solution, at 0.52 T. Beyond this field the m = −3/2 state lies below both of these levels, and the lowest state of the term is one with m_l = −1 and its spin against the field.

At 5 T, b = 28.94 and b/ζ = 9.6. For m = +1/2 in the upper level the first-order Paschen–Back energy is b = 28.94, because m_l = 0. The second-order term ζ²/(2b) = 0.157 raises it to 29.10, against 29.09 from the closed form. Two other states, m_l = 1 with spin down and m_l = −1 with spin up, have m_l + 2m_s = 0 and m_l m_s = −1/2. To first order they coincide at −ζ/2 = −1.509. The second-order term moves them by −0.157 and +0.157, to −1.667 and −1.352; the closed form gives −1.658 and −1.344. The level m = −3/2 lies at ζ/2 − 2b = −56.37. The plus sign in the square-root formula would have placed it at −31.96, which is no level of the atom.

The neglected terms limit what these numbers say about hydrogen. The largest diamagnetic shift is that for |m_l| = 1, where the angular density is proportional to sin²θ and the mean of sin²θ is 4/5. With ⟨r²⟩ = 30, which corresponds to a root-mean-square radius of 2.90 Å, it is

B²⟨r²⟩⟨sin²θ⟩/8 = 3B² hartree.

This is 4 × 10⁻⁸ eV at 5 T, small compared with ζ, but it grows as the square of the field: it equals the second-order term ζ²/(2b) near 17 T and ζ itself near 140 T. The strong-field limit thus means b much larger than Lζ while the diamagnetic energy is still negligible; it is not the limit of unbounded field.

The departure of g_s from 2 is more important here. It changes the energy by (g_s − 2)m_s b, about 3 × 10⁻⁷ eV in magnitude at 5 T. The two states near −ζ/2 have opposite spins, so it increases their separation of 3.1 × 10⁻⁶ eV by about a fifth. To predict such a small separation one must restore g_s in the diagonal elements. That alone is not enough. A real proton also moves about the centre of mass with the opposite charge, and this changes the orbital term b l_z by a relative amount of the order of the electron-to-proton mass ratio. For |m_l| = 1 at 5 T this is about 2 × 10⁻⁷ eV, with opposite signs for the two states, and it widens their separation by a further tenth.

Finally, the proton's moment interacts with the field of the orbiting electron with a coefficient α²g_p⟨r⁻³⟩/(2m_p), where g_p is the proton g factor and m_p its mass in electron masses. This is g_p/m_p = 0.003 times ζ, or about 10⁻⁷ eV. The dipolar coupling to the electron spin is of the same order; together they split the zero-field levels by 2.4 × 10⁻⁷ eV for j = 1/2 and 1.0 × 10⁻⁷ eV for j = 3/2, and at 5 T they change the separation of the two states near −ζ/2 by about ±1 × 10⁻⁷ eV, according to the proton spin. At 0.05 T the coefficient is already a few percent of b, and the hyperfine shifts, up to 7 × 10⁻⁸ eV, can exceed the quadratic term found above. At much lower fields it competes with the Zeeman energy itself, and the nuclear spin must then be included in the matrix. The 2p levels also decay to 1s and have a natural width of 4 × 10⁻⁷ eV, larger than the shift of a single level by any one of these corrections at 5 T.
